# Skyrmion diffusion from the stochastic Thiele equation and its damping dependence

Anyone estimating how long a skyrmion bit stays where it was written must decide which diffusion coefficient to use. The Brownian-particle value $k_BT/\zeta$, with $\zeta$ the friction coefficient, says that a film with less damping loses the bit sooner. The gyrotropic force can reverse that conclusion. In the film treated below it lowers the diffusion coefficient by a factor of about 35, and less damping then means slower diffusion.

Take a uniform film of thickness $d$ and saturation magnetization $M_s$, with unit magnetization $\mathbf m(\mathbf r,t)$ constant through the thickness. With $\gamma>0$ and Gilbert damping $\alpha$, the equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\mathbf b)+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad M_sd\,\mathbf B=-\frac{\delta E}{\delta\mathbf m}.$$

Here $E$ is the energy and $\mathbf b$ a classical white thermal field, read in the Stratonovich sense so that the ordinary chain rule holds.

The strength of $\mathbf b$ follows from equilibrium. Consider one moment $\mu$ with $\langle b_ib_j\rangle=2q\,\delta_{ij}\delta(t-t')$. Crossing the equation with $\mathbf m$ and using $\mathbf m\cdot\dot{\mathbf m}=0$ gives $\mathbf m\times\dot{\mathbf m}=-\gamma\mathbf m\times[\mathbf m\times(\mathbf B+\mathbf b)]-\alpha\dot{\mathbf m}$. Substituting this back,

$$(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\mathbf b)+\alpha\gamma(\mathbf B+\mathbf b)_\perp,$$

where $\perp$ denotes the part perpendicular to $\mathbf m$. The two noise terms are perpendicular to each other, with lengths in the ratio $1:\alpha$. The noise velocity is therefore $\mathbf b_\perp$ turned through a fixed angle and multiplied by $\gamma/\sqrt{1+\alpha^2}$. It is isotropic in the tangent plane, with rotational diffusion coefficient $\gamma^2q/(1+\alpha^2)$. It adds no mean drift, because no nonzero tangent vector is unchanged by rotations about $\mathbf m$.

Since $\mathbf B_\perp=-\nabla_{\mathbf m}E/\mu$, the probability current of a density $P$, apart from precession, is

$$\mathbf J=-\frac{\gamma^2q}{1+\alpha^2}\nabla_{\mathbf m}P-\frac{\alpha\gamma}{(1+\alpha^2)\mu}P\,\nabla_{\mathbf m}E .$$

Precession is divergence-free and follows contours of constant $E$, so it leaves $P\propto e^{-E/k_BT}$ unchanged. The current $\mathbf J$ vanishes for this $P$ when $q=\alpha k_BT/(\gamma\mu)$. The argument holds for each of many coupled moments, with $E$ their total energy. Dividing the film into cells of area $a^2$ and moment $M_sda^2$, and letting $a\to0$, gives

$$\langle b_i(\mathbf r,t)b_j(\mathbf r',t')\rangle=\frac{2\alpha k_BT}{\gamma M_sd}\,\delta_{ij}\,\delta(\mathbf r-\mathbf r')\,\delta(t-t').$$

Now assume a rigid skyrmion, $\mathbf m=\mathbf m_0(\mathbf r-\mathbf R(t))$, with velocity $\mathbf V=\dot{\mathbf R}$. Then $\dot{\mathbf m}=-V_j\partial_j\mathbf m$, with repeated indices summed over $x,y$. A rigid profile cannot satisfy the equation of motion at every point, so only its projections on $\mathbf m\times\partial_i\mathbf m$, which express force balance, are kept. Because $|\mathbf m|=1$ and $\mathbf m\cdot\partial_i\mathbf m=0$, one has $(\mathbf m\times\partial_i\mathbf m)\cdot(\mathbf m\times\mathbf c)=\partial_i\mathbf m\cdot\mathbf c$ for any $\mathbf c$, and the projection reads

$$-V_j\,\mathbf m\cdot(\partial_i\mathbf m\times\partial_j\mathbf m)+\gamma\,\partial_i\mathbf m\cdot(\mathbf B+\mathbf b)+\alpha V_j\,\partial_i\mathbf m\cdot\partial_j\mathbf m=0 .$$

Define $S=M_sd/\gamma$ and the charge $Q=(1/4\pi)\int\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r$. Set $g=4\pi QS$, and for an isotropic skyrmion write $S\int\partial_i\mathbf m\cdot\partial_j\mathbf m\,d^2r=\Gamma\delta_{ij}$. Multiplying by $S$ and integrating, with $\epsilon_{xy}=1$,

$$\alpha\Gamma V_i-g\,\epsilon_{ij}V_j=-M_sd\int\partial_i\mathbf m\cdot(\mathbf B+\mathbf b)\,d^2r .$$

Moving the skyrmion changes $\mathbf m$ by $-\partial_i\mathbf m\,dR_i$, so $\partial E/\partial R_i=M_sd\int\mathbf B\cdot\partial_i\mathbf m\,d^2r$. The $\mathbf B$ term on the right is thus the force $F_i=-\partial E/\partial R_i$. With $\zeta=\alpha\Gamma$ the result is the massless Thiele equation with noise,

$$\zeta\mathbf V+g\,\hat{\mathbf z}\times\mathbf V=\mathbf F+\boldsymbol\xi,\qquad \xi_i=-M_sd\int\mathbf b\cdot\partial_i\mathbf m\,d^2r .$$

The field correlator fixes the noise force:

$$\langle\xi_i(t)\xi_j(t')\rangle=(M_sd)^2\frac{2\alpha k_BT}{\gamma M_sd}\int\partial_i\mathbf m\cdot\partial_j\mathbf m\,d^2r\;\delta(t-t')=2k_BT\zeta\,\delta_{ij}\delta(t-t').$$

The weight $\partial_i\mathbf m$ moves with the skyrmion, which in the Stratonovich reading could produce a drift. That drift is a linear combination of $C_{jk,l}=\int\partial_j\partial_k\mathbf m\cdot\partial_l\mathbf m\,d^2r$. Integration by parts in $\partial_k$ gives $C_{jk,l}=-C_{lk,j}$, a sign change when the first and last indices are exchanged, while $C$ is symmetric in its first two. Alternating the two rules,

$$C_{jk,l}=-C_{lk,j}=-C_{kl,j}=C_{jl,k}=C_{lj,k}=-C_{kj,l}=-C_{jk,l},$$

so every $C_{jk,l}$ is zero. The noise is additive, with a strength independent of position.

For $\mathbf F=0$ write the equation as $\mathsf A\mathbf V=\boldsymbol\xi$, where

$$\mathsf A=\begin{pmatrix}\zeta&-g\\ g&\zeta\end{pmatrix},\qquad \mathsf A^{T}\mathsf A=(\zeta^2+g^2)\,\mathsf 1 .$$

The displacement in time $t$ is $\Delta\mathbf R=\mathsf A^{-1}\int_0^t\boldsymbol\xi\,dt'$. The integrated force has covariance $2k_BT\zeta t\,\mathsf 1$, hence

$$\langle\Delta\mathbf R\,\Delta\mathbf R^T\rangle=2k_BT\zeta t\,(\mathsf A^T\mathsf A)^{-1}=\frac{2k_BT\zeta}{\zeta^2+g^2}\,t\,\mathsf 1 .$$

Comparison with $\langle|\Delta\mathbf R|^2\rangle=4\mathcal Dt$ in two dimensions gives

$$\boxed{\mathcal D=\frac{k_BT\,\zeta}{\zeta^2+g^2}=\frac{k_BT\,\alpha\Gamma}{(\alpha\Gamma)^2+g^2}}$$

The gyrotropic force does no work and does not alter equilibrium. In a trap of energy $\kappa R^2/2$, the same inversion gives

$$\frac{d\langle R^2\rangle}{dt}=\frac{-2\kappa\zeta\langle R^2\rangle+4k_BT\zeta}{\zeta^2+g^2},$$

whose stationary value $2k_BT/\kappa$ does not contain $g$. Gyrotropic motion changes how fast the skyrmion explores the trap, not how far it spreads.

To isolate the suppression, hold $\zeta>0$ and $T$ fixed and define $\tan\theta=|g|/\zeta$. Then

$$\mathcal D=\frac{k_BT}{\zeta}\,\frac{1}{1+g^2/\zeta^2}=\frac{k_BT}{\zeta}\cos^2\theta,$$

which is below $k_BT/\zeta$ for every $g\neq0$. Each random push produces a velocity turned through $\theta$ and $\cos\theta$ times as long as it would be without $g$. Turning isotropic noise has no statistical effect. The shortening enters squared, because diffusion measures squared displacement.

For the damping dependence, hold the texture and temperature fixed, with $\Gamma$ independent of $\alpha$:

$$\frac{\partial\mathcal D}{\partial\alpha}=k_BT\,\Gamma\,\frac{(\zeta^2+g^2)-2\zeta^2}{(\zeta^2+g^2)^2}=k_BT\,\Gamma\,\frac{g^2-\zeta^2}{(\zeta^2+g^2)^2}.$$

This is positive for $\alpha<\alpha_c=|g|/\Gamma$, which is the precise meaning of weak damping here. At $\alpha_c$ the coefficient reaches its maximum $k_BT/(2|g|)$, and beyond it falls. For $\alpha\ll\alpha_c$ it is $k_BT\alpha\Gamma/g^2$, proportional to damping; for $\alpha\gg\alpha_c$ it returns to $k_BT/(\alpha\Gamma)$.

The rise comes from the noise. Damping couples the skyrmion to the heat bath, so the variance of the random force grows as $\alpha$, while at weak damping the response to that force is set by $g$. If the variance were frozen and $\alpha$ raised in the response alone, $\mathcal D$ would vary as $1/(\zeta^2+g^2)$ and fall.

The crossover cannot lie above $\alpha=1$. For any two vectors, $|\mathbf p|^2+|\mathbf q|^2\ge2|\mathbf p||\mathbf q|\ge2|\mathbf m\cdot(\mathbf p\times\mathbf q)|$. Setting $\mathbf p=\partial_x\mathbf m$ and $\mathbf q=\partial_y\mathbf m$, multiplying by $S$ and integrating gives $2\Gamma\ge2|g|$, so $\alpha_c\le1$. Textures with a larger $\Gamma/|g|$ cross over at smaller damping.

Leaving out inertia does not affect the long-time result if the inertia is a constant mass $M$. With $M\dot{\mathbf V}+\mathsf A\mathbf V=\boldsymbol\xi$, equipartition gives $\langle\mathbf V(t)\mathbf V^T(0)\rangle=(k_BT/M)e^{-\mathsf At/M}$ for $t\ge0$. Half the trace of its time integral is $\tfrac12k_BT\,\mathrm{tr}\,\mathsf A^{-1}=k_BT\zeta/(\zeta^2+g^2)$, and $M$ has cancelled.

For numbers, take a 1 nm film at 300 K with parameters of the kind used in models of Pt/Co: $M_s=580$ kA/m, exchange stiffness $A_{ex}=15$ pJ/m, interfacial chiral exchange $D_c=3.5$ mJ/m², uniaxial anisotropy $K=0.8$ MJ/m³ and $\alpha=0.1$. Treating the demagnetizing field as local gives $K_{\rm eff}=K-\mu_0M_s^2/2=0.589$ MJ/m³. For a radial texture with polar angle $\vartheta(r)$ the energy is

$$E=2\pi d\int_0^\infty\! r\left[A_{ex}\left(\vartheta'^2+\frac{\sin^2\vartheta}{r^2}\right)+D_c\left(\vartheta'+\frac{\sin\vartheta\cos\vartheta}{r}\right)+K_{\rm eff}\sin^2\vartheta\right]dr .$$

The trial profile $\vartheta=2\arctan[\sinh(r_s/w)/\sinh(r/w)]$ runs from $\pi$ at the centre to 0 far away, so $Q=-1$. Minimizing $E$ numerically over its two parameters gives a radius $r_s=14.4$ nm and a wall width $w=4.7$ nm.

With the electron's gyromagnetic ratio, $S=0.003294$ pN ns/nm and $g=-4\pi S=-0.0414$ pN ns/nm. Numerical integration of the profile gives $\Gamma=1.726\,|g|=0.0714$ pN ns/nm, so $\zeta=0.00714$ pN ns/nm and $\alpha_c=1/1.726=0.58$. With $k_BT=4.142$ pN nm,

$$\mathcal D=\frac{4.142\times0.007144}{0.007144^2+0.04139^2}\ \frac{\text{nm}^2}{\text{ns}}\approx17\ \text{nm}^2/\text{ns}=1.7\times10^4\ \mu\text{m}^2/\text{s}.$$

Without the gyrotropic term the same friction would give 580 nm²/ns. The ratio $|g|/\zeta=5.8$ corresponds to $\theta=80^\circ$ and $\cos^2\theta=0.029$. The rms displacement in 100 ns is $\sqrt{4\mathcal Dt}=82$ nm.

With texture and temperature held fixed, $\mathcal D$ is 3.5, 8.6, 17, 31 and 41 nm²/ns at $\alpha=0.02$, 0.05, 0.1, 0.2 and 0.3. It peaks at 50 nm²/ns for $\alpha=0.58$ and has fallen to 40 nm²/ns at twice that damping.

The rigid profile is itself an approximation. The curvature of $E$ at its minimum implies a thermal radius spread of 2.3 nm. Shifting the radius by that amount at fixed $w$ moves $\mathcal D$ between 15 and 19 nm²/ns. The local demagnetizing field is another approximation. Including the non-local magnetostatic energy of the 1 nm film in the same minimization raises the radius to about 17 nm and $\mathcal D$ to about 19 nm²/ns.

One neglected motion is breathing, in which the in-plane spin angle $\psi$ oscillates against $N=S\int(1-m_z)\,d^2r$, its conjugate variable. The harmonic frequency is $\sqrt{E_{\psi\psi}E_{NN}}/2\pi$, with subscripts denoting second derivatives. The chiral energy varies as $\cos\psi$ and supplies $E_{\psi\psi}$; the two-parameter energy, minimized at fixed $N$, supplies $E_{NN}$. The estimate is 7 GHz. The rigid model leaves this motion out, so the diffusion law should be applied only to times well beyond one period, in which it gives an rms displacement of 3 nm.

The skyrmion must also survive. The continuum exchange energy of a vanishingly small one, $8\pi A_{ex}d$, lies 54 $k_BT$ above the optimized energy. This indicates the scale of the collapse barrier but does not give a lifetime.

Pinning is the more serious omission, and gyrotropic motion changes its effect. Consider the model landscape $U_0(\cos kx+\cos ky)$ with $u=U_0/k_BT$ and $h=g/\zeta$. In units of length $1/k$ and time $1/(\mathcal Dk^2)$, the inverse of $\mathsf A$ gives the drift

$$v_x=u(\sin x+h\sin y),\qquad v_y=u(\sin y-h\sin x).$$

Let the periodic function $\chi$ solve $\nabla^2\chi+\mathbf v\cdot\nabla\chi=-v_x$. Then $x+\chi$ has no mean drift, and since $\chi$ is bounded it diffuses at long times as $x$ does. Therefore $\mathcal D_{\rm eff}/\mathcal D=\langle|\hat{\mathbf x}+\nabla\chi|^2\rangle$, averaged with the Boltzmann weight.

To first order in $u$, $\chi=v_x$, because $\nabla^2v_x=-v_x$. The weight is $1-u(\cos x+\cos y)$ to the same order. The second-order part of $\chi$ could enter at order $u^2$ only through $2\partial_x\chi$ with uniform weight, and there it drops out because the derivative of a periodic function averages to zero. The cross term $2\partial_x\chi$ then averages to $-u^2$, and $|\nabla\chi|^2$ to $u^2(1+h^2)/2$, so

$$\frac{\mathcal D_{\rm eff}}{\mathcal D}=1+\frac{u^2}{2}\left(\frac{g^2}{\zeta^2}-1\right)+\dots$$

The expansion requires both $u$ and $u|g|/\zeta$ to be small. Within that limit, roughness of this form slows diffusion when $|g|<\zeta$ and speeds it up when $|g|>\zeta$. The positive term comes from drift along the energy contours.

To set the scale for the film, let $K$ vary independently between 5 nm square grains with a relative rms spread of 5 percent. Adding the grain contributions in quadrature gives an rms energy variation of 1.1 $k_BT$. The cosine landscape with the same rms energy has $u=1.1$, too large for the expansion. Solving for $\chi$ numerically with a Fourier series gives $\mathcal D_{\rm eff}/\mathcal D=2.0$, against 0.56 for $g=0$. At $u=4$ the ratios are 0.041 and 0.0078, each relative to its own flat film. Deep wells therefore slow diffusion strongly even with $g$ present. Equal rms energy does not make the cosine landscape equivalent to the grains: a Langevin simulation in one realization of the random grain landscape gives a ratio near 2.7 rather than 2.0.

Set beside real Pt/Co films, the chosen $D_c$ is above the values usually measured for a single Pt/Co interface at 1 nm thickness, and damping varies widely with thickness and interfaces. Sputtered films are granular, and their skyrmions are often pinned, which breaks the flat-film assumption. In the periodic model that moves 17 nm²/ns up by a factor of two at $u=1.1$ and down by a factor of about 24 at $u=4$. Random landscapes, edges, long-range stray fields and temperature-dependent material parameters could move it further.

Friction from spin waves can be included if it acts as a constant $\zeta_0$ with its own equilibrium white noise. The formula then holds with $\zeta=\zeta_0+\alpha\Gamma$, and raising $\alpha$ increases diffusion while this total stays below $|g|$. Lowering the damping to hold a bit in place is thus justified below the crossover for a film flat enough that $u|g|/\zeta$ is small, provided the change of material leaves the texture and the pinning unchanged. Roughness weakens the benefit: halving $\alpha$ from 0.1 to 0.05 cuts the flat-film coefficient by 49 percent, but the effective coefficient in the cosine landscape with $u=1.1$ by only 25 percent, and by only 26 percent already at $u=0.5$. In the simulated random grain landscape the benefit was not seen at all: between 200 and 500 ns the effective coefficient was $45\pm2$ nm²/ns at $\alpha=0.1$ and $48\pm2$ nm²/ns at $\alpha=0.05$.
